# The displaced maximum of the Doniach-Sunjic photoelectron line

## A case that can be solved at sight

A core level of a metal gives a photoelectron line with a tail towards higher binding energy. Let $u$ be the binding energy measured from the threshold, the energy at which the core hole is made and the conduction electrons are left unexcited. Let $\gamma$ be the half-width at half-maximum of the lifetime Lorentzian, and $\alpha$ the asymmetry index, with $0\le\alpha<1$. The Doniach-Sunjic profile is

$$I(u)=\frac{\Gamma(1-\alpha)}{\pi}\,\frac{\cos\!\left[\frac{\pi\alpha}{2}-(1-\alpha)\arctan\frac{u}{\gamma}\right]}{(u^2+\gamma^2)^{(1-\alpha)/2}} .\tag{1}$$

Here $\Gamma$ is the gamma function. Only the position of the maximum is sought, so the constant in front may be dropped when convenient.

Take $\alpha=\tfrac12$ and write $u=\gamma\tan\varphi$, with $-\pi/2<\varphi<\pi/2$. Then $\sqrt{u^2+\gamma^2}=\gamma/\cos\varphi$, and

$$I\propto\cos\!\left(\frac{\pi}{4}-\frac{\varphi}{2}\right)\sqrt{\cos\varphi}.$$

Since $I$ is positive, its square has its maximum at the same place. With $\cos^2 x=\tfrac12(1+\cos 2x)$ and $\cos(\pi/2-\varphi)=\sin\varphi$,

$$I^2\propto(1+\sin\varphi)\cos\varphi .$$

The derivative of the right-hand side is

$$\cos^2\varphi-\sin\varphi-\sin^2\varphi=1-\sin\varphi-2\sin^2\varphi=(1-2\sin\varphi)(1+\sin\varphi).$$

The second factor is positive inside the interval. The first changes from positive to negative at $\sin\varphi=\tfrac12$, so the maximum is at $\varphi=30^\circ$, or $u=\gamma/\sqrt3$. It lies above threshold, by an amount proportional to the lifetime width. For general $\alpha$ the angle $30^\circ$ becomes $\pi\alpha/(4-2\alpha)$:

$$u_*=\gamma\tan\varphi_*,\qquad \varphi_*=\frac{\pi\alpha}{4-2\alpha}.\tag{2}$$

On a kinetic-energy axis the same displacement is towards lower energy.

## First derivation: differentiate the profile

Keep $u=\gamma\tan\varphi$ and define

$$\psi=\frac{\pi\alpha}{2}-(1-\alpha)\varphi .$$

Equation (1) becomes

$$I=\frac{\Gamma(1-\alpha)}{\pi}\,\gamma^{\alpha-1}\cos\psi\,\cos^{1-\alpha}\varphi .\tag{3}$$

As $\varphi$ rises from $-\pi/2$ to $\pi/2$, $\psi$ falls from $\pi/2$ to $\pi\alpha-\pi/2$. Both cosines are therefore positive inside the interval, and the logarithm may be taken. Because $d\psi/d\varphi=-(1-\alpha)$,

$$\frac{d\ln I}{d\varphi}=(1-\alpha)(\tan\psi-\tan\varphi)=(1-\alpha)\frac{\sin(\psi-\varphi)}{\cos\psi\cos\varphi}.$$

To return to energy, use $du/d\varphi=\gamma/\cos^2\varphi$:

$$\frac{d\ln I}{du}=\frac{1-\alpha}{\gamma}\,\frac{\cos\varphi}{\cos\psi}\,\sin\!\left[\frac{\pi\alpha}{2}-(2-\alpha)\varphi\right].\tag{4}$$

Everything in front of the sine is positive. The argument of the sine falls steadily from $\pi$ at $\varphi=-\pi/2$ to $-\pi(1-\alpha)$ at $\varphi=\pi/2$. It stays between $-\pi$ and $\pi$, so the sine vanishes once inside the interval, where its argument is zero. The slope is positive before that point and negative after it. This is the one maximum, at

$$(2-\alpha)\varphi_*=\frac{\pi\alpha}{2},$$

which is equation (2). At this point $\psi=\varphi_*$, so (3) gives the height

$$I(u_*)=\frac{\Gamma(1-\alpha)}{\pi}\gamma^{\alpha-1}\cos^{2-\alpha}\varphi_* .$$

### Limits

For $\alpha=0$ the profile is a Lorentzian and the displacement is zero. For small $\alpha$,

$$\varphi_*=\frac{\pi\alpha}{4}\left(1-\frac{\alpha}{2}\right)^{-1}=\frac{\pi\alpha}{4}+\frac{\pi\alpha^2}{8}+O(\alpha^3),$$

and $\tan\varphi_*$ differs from $\varphi_*$ first at order $\alpha^3$. Hence $u_*/\gamma\simeq\pi\alpha/4+\pi\alpha^2/8$.

Near the other end, put $\alpha=1-\eta$ with small positive $\eta$. Then

$$\frac{\pi}{2}-\varphi_*=\frac{\pi}{2}\left(1-\frac{1-\eta}{1+\eta}\right)=\frac{\pi\eta}{1+\eta},$$

so $u_*\simeq\gamma/(\pi\eta)$, which grows without bound.

If instead $\gamma\to0$ at fixed $\alpha>0$, the displacement vanishes. For $u<0$ the cosine in (1) tends to $\cos(\pi/2)=0$. For $u>0$ it tends to $\cos(\pi\alpha-\pi/2)=\sin\pi\alpha$, and the identity $\Gamma(\alpha)\Gamma(1-\alpha)=\pi/\sin\pi\alpha$ gives

$$I(u)\to\frac{u^{\alpha-1}}{\Gamma(\alpha)}\quad(u>0).$$

This is a one-sided singularity at threshold. A finite lifetime smears it symmetrically, but there is intensity to smear on the high-binding-energy side alone, and the maximum moves that way.

## Second derivation: the slope from the pair amplitude

The second route starts from the physics of the tail and finds the slope without using equation (1). Set $\hbar=1$, so that time has the unit of inverse energy.

Suppose that the suddenly created core hole excites electron-hole pairs independently, with mean number $w(\omega)\,d\omega$ between $\omega$ and $\omega+d\omega$. If $N=\int w\,d\omega$ is finite, the number of pairs follows a Poisson law. The total loss $x$, with distribution $P(x)$, then has the transform

$$A(t)=\int P(x)e^{-ixt}dx=e^{-N}\sum_{n=0}^\infty\frac{1}{n!}\left(\int w\,e^{-i\omega t}d\omega\right)^n=\exp\!\int w(\omega)(e^{-i\omega t}-1)\,d\omega .$$

For a metal take $w=(\alpha/\omega)e^{-\omega/\xi}$, where $\xi$ is a cutoff set by the band. Now $N$ diverges at small $\omega$, but the last exponent does not, since $e^{-i\omega t}-1$ vanishes there. It is understood as the limit of a lower cutoff taken to zero. Write the exponent as $\alpha J(t)$. Then $J(0)=0$ and

$$\frac{dJ}{dt}=-i\int_0^\infty e^{-\omega(1/\xi+it)}d\omega=-\frac{i\xi}{1+i\xi t},\qquad J=-\ln(1+i\xi t).$$

Thus $A(t)=(1+i\xi t)^{-\alpha}$. For $\xi t\gg1$ this is $\xi^{-\alpha}(it)^{-\alpha}$, and the constant $\xi^{-\alpha}$ affects only the height.

The lifetime convolves $P$ with a Lorentzian of half-width $\gamma$, which multiplies $A(t)$ by $e^{-\gamma|t|}$. Since $A(-t)=A(t)^*$, the inverse transform reduces to positive times:

$$I(u)=\frac1\pi\,\mathrm{Re}\int_0^\infty (it)^{-\alpha}e^{iut-\gamma t}\,dt .\tag{5}$$

Each derivative with respect to $u$ brings down a factor $it$. For $\mathrm{Re}\,z>0$ and $p>-1$,

$$\int_0^\infty t^{p}e^{-zt}dt=\Gamma(p+1)z^{-p-1}.$$

For real $z$ the substitution $y=zt$ reduces this to the definition of $\Gamma$, and the formula extends to complex $z$ because both sides are analytic there. Here $z=\gamma-iu=Re^{-i\varphi}$, with $R=\sqrt{u^2+\gamma^2}$. Using $i^{\,n-\alpha}=e^{i\pi(n-\alpha)/2}$, the $n$-th derivative is

$$I^{(n)}(u)=\frac{\Gamma(n+1-\alpha)}{\pi}R^{\alpha-1-n}\cos\!\left[\frac{\pi(n-\alpha)}{2}+(n+1-\alpha)\varphi\right].\tag{6}$$

For $n=0$ this is the profile (1). For $n=1$, $\cos(\pi/2-y)=\sin y$ with $y=\pi\alpha/2-(2-\alpha)\varphi$ gives

$$I'(u)=\frac{\Gamma(2-\alpha)}{\pi}R^{\alpha-2}\sin\!\left[\frac{\pi\alpha}{2}-(2-\alpha)\varphi\right].$$

The same sine appears as in (4), with the same single change of sign, and equation (2) follows again.

The higher derivatives come at no extra cost. At the maximum $(2-\alpha)\varphi_*=\pi\alpha/2$, so the phase in (6) is $\pi+\varphi_*$ for $n=2$ and $3\pi/2+2\varphi_*$ for $n=3$. With $R_*=\gamma/\cos\varphi_*$,

$$I''=-\frac{\Gamma(3-\alpha)}{\pi}R_*^{\alpha-3}\cos\varphi_*,\qquad I'''=\frac{\Gamma(4-\alpha)}{\pi}R_*^{\alpha-4}\sin2\varphi_* .$$

Dividing the first by $I(u_*)=\Gamma(1-\alpha)R_*^{\alpha-1}\cos\varphi_*/\pi$ gives the relative curvature

$$\kappa\equiv\frac{|I''|}{I}=\frac{(1-\alpha)(2-\alpha)\cos^2\varphi_*}{\gamma^2}.\tag{7}$$

A numerical convolution of $x^{\alpha-1}$ with a Lorentzian, which uses neither (1) nor (6), tests the result. For $\alpha=0.05$, 0.20, 0.50 and 0.80 the zero of its slope lies at $u/\gamma=0.04030$, 0.17633, 0.57735 and 1.73205. Equation (2) gives the same values to all the digits shown.

## What each derivation assumes

The first derivation assumes the curve (1), with $\gamma>0$ and $0\le\alpha<1$, and nothing about its origin. It applies to any line described by that curve, even if $\alpha$ is merely a fitting parameter. It cannot say when the curve itself ceases to be right.

The second assumes sudden creation of the hole, independent pairs with weight $\alpha/\omega$, exponential decay, zero temperature and a cutoff $\xi$ far above $\gamma$. In return, it shows how the maximum moves when some of these conditions are relaxed. If a weak effect adds a slope $s$ to the signal, the new maximum satisfies $I''\delta u+s=0$ to first order, so $\delta u=s/|I''|$.

**Finite cutoff.** Apart from the constant $\xi^{-\alpha}$, the amplitude is

$$\left(\frac1\xi+it\right)^{-\alpha}\simeq(it)^{-\alpha}-\frac{\alpha}{\xi}(it)^{-\alpha-1}.$$

The factor $it$ in the slope turns the correction into $-(\alpha/\xi)(it)^{-\alpha}$. By (5) the added slope is $-(\alpha/\xi)I$, and $\delta u\simeq-\alpha/(\xi\kappa)$. The cutoff removes large losses and draws the maximum back.

**Finite temperature.** Pairs can now also be absorbed. With $n=1/(e^{\omega/kT}-1)$, emission has weight $1+n$ and absorption $n$, which adds to the exponent $\alpha K(t)$, where

$$K=\int_0^\infty\frac{2n}{\omega}(\cos\omega t-1)\,d\omega .$$

Expand $n=\sum_{m\ge1}e^{-m\omega/kT}$ and differentiate:

$$\frac{dK}{dt}=-2\sum_{m=1}^\infty\frac{t}{t^2+(m/kT)^2}=\frac1t-\pi kT\coth(\pi kTt).$$

The last step is the partial-fraction series of the hyperbolic cotangent. Integration from $K(0)=0$ gives the factor $[\pi kTt/\sinh(\pi kTt)]^\alpha$ in the amplitude. It is close to one at the relevant times $t\sim1/\gamma$ if $\pi kT\ll\gamma$. The cutoff has been left out of the thermal part, which requires $kT\ll\xi$.

**Instrumental broadening.** Neither derivation includes it. A Gaussian of standard deviation $\sigma\ll\gamma$ changes $I$ into $I+\tfrac12\sigma^2I''$, so the added slope is $\tfrac12\sigma^2I'''$ and

$$\delta u\simeq\frac{\sigma^2I'''}{2|I''|}=\frac{(3-\alpha)\,\sigma^2\sin\varphi_*\cos\varphi_*}{\gamma}.\tag{8}$$

This is positive for $\alpha>0$: weak broadening moves the maximum further from threshold.

The second route also shows why $\alpha=1$ is the boundary. The slope integral converges for $\alpha<2$, but for $1\le\alpha<2$ the argument of its sine runs from $\pi$ down to $\pi(\alpha-1)\ge0$. The slope then never becomes negative, and there is no maximum unless the cutoff supplies one.

## A platinum film

Take rough typical values for the $4f_{7/2}$ line of a metallic platinum film: $\alpha=0.20$ and a Lorentzian full width of 0.40 eV, so $\gamma=0.20$ eV. Then

$$\varphi_*=\frac{0.20\,\pi}{3.60}=0.1745\ \text{rad}=10.0^\circ,$$

$$u_*=0.20\ \text{eV}\times0.1763=0.0353\ \text{eV}=35.3\ \text{meV}.$$

The leading small-$\alpha$ term gives 0.0314 eV, and two terms give 0.0346 eV. Inserting the full width in place of the half-width would double the answer, to 0.0705 eV. The top of the line is flat: the intensity at the maximum is only 2.3% above that at threshold. If the raw maximum is at a chosen 71.10 eV, the bare formula puts the threshold at 71.065 eV.

The neglected effects can be sized with further rough values. Each change below is calculated alone, with the other settings held at the bare model.

- Gaussian broadening of full width 0.40 eV ($\sigma=0.170$ eV): $+0.0325$ eV.
- Temperature of 300 K ($kT=0.0259$ eV): $+0.0009$ eV.
- Cutoff $\xi=5$ eV: $-0.0011$ eV.
- The $4f_{5/2}$ partner, 3.3 eV higher, with intensity ratio 0.75: $+0.0001$ eV.
- A surface-layer line, 0.4 eV lower: $-0.0037$ eV.
- An inelastic background whose slope is $0.05\ \text{eV}^{-1}$ times the line intensity: $+0.0014$ eV.

The partner and surface lines are given the same $\alpha$ and $\gamma$ as the main line. For a layer 0.23 nm thick and an escape depth of 1.6 nm at normal emission, the surface share is $1-e^{-0.23/1.6}=0.134$.

Two of the small entries can be checked by hand. Equation (7) gives $\kappa=34.9\ \text{eV}^{-2}$. The background then moves the maximum by $0.05/34.9=0.0014$ eV, and the cutoff by $-(0.20/5)/34.9=-0.0011$ eV. Equation (8), by contrast, would give about $+0.07$ eV for the Gaussian, twice the calculated change. Its condition $\sigma\ll\gamma$ is not met, and here it is a guide to the sign alone.

Instrumental broadening is thus the assumption whose failure matters most in this example: it nearly doubles the displacement. The effects do not simply add. Their separate changes sum to $+0.030$ eV, while the calculation with all of them together gives $+0.018$ eV. Most of the difference comes from the surface line: once the Gaussian is applied, $\kappa$ falls to about $11\ \text{eV}^{-2}$ and the surface line moves the maximum by $-0.016$ eV instead of $-0.0037$ eV. The total displacement is then 0.053 eV, and the bulk threshold moves from 71.065 to about 71.05 eV.

The combined figure depends on the cutoff more than the list suggests, because the broadened line has a flatter top and is moved more easily. In platinum the empty d states end a few tenths of an eV above the Fermi level, so the pair weight need not follow $\alpha/\omega$ up to 5 eV. With $\xi=1$ eV and the other settings unchanged, the cutoff alone gives $-0.005$ eV, and all effects together give $+0.006$ eV instead of $+0.018$ eV. With $\xi=0.5$ and 0.3 eV the combined change reverses sign, to $-0.004$ and $-0.013$ eV. There $\xi$ is no longer far above $\gamma$, so for real platinum neither the size nor the sign of the combined change is fixed by this model.

For the listed parameters, with $\xi=5$ eV, equation (2) read from a raw maximum therefore misplaces the threshold by about 0.02 eV. That is half the correction it supplies. Where this matters, the threshold should come from a fit whose model includes the instrumental width, the surface line and a realistic pair weight. Adding only the first two to profile (1) does not guarantee a better threshold: if the real tail is cut off, the fit can make up for it by changing $\alpha$, $\gamma$ and the threshold itself. Equation (2) converts between the threshold and the maximum of the underlying unbroadened line only as far as that line follows (1), which a strongly energy-dependent density of states near the Fermi level can prevent. The numerical output lists the values for $\xi=5$ eV.

## Computed values

```
alpha: displacement/half-width, quadrature and formula
  0.05: 0.04030  0.04030
  0.20: 0.17633  0.17633
  0.50: 0.57735  0.57735
  0.80: 1.73205  1.73205
Example: rough values, Pt 4f7/2 regime
asymmetry index = 0.20
Lorentzian full width = 0.40 eV
Lorentzian half-width = 0.20 eV
angle at maximum = 0.17453 rad
angle at maximum = 10.000 degrees
tangent of angle = 0.17633
displacement = 0.0353 eV
displacement = 35.3 meV
leading small-alpha estimate = 0.0314 eV
two-term small-alpha estimate = 0.0346 eV
wrong value using full width = 0.0705 eV
I(maximum)/I(threshold) = 1.02288
second derivative of ln I at maximum = -34.91 eV^-2
observed maximum (chosen) = 71.10 eV
threshold, bare formula = 71.0647 eV
Inputs for neglected effects (rough)
Gaussian full width = 0.40 eV
Gaussian standard deviation = 0.1699 eV
temperature = 300 K
thermal energy kT = 0.0259 eV
pair-energy cutoff = 5.0 eV
partner offset = 3.3 eV
partner intensity ratio = 0.75
surface line offset = -0.4 eV
surface layer thickness = 0.23 nm
escape depth = 1.6 nm
surface share of signal = 0.1339
background rate = 0.05 per eV
Change of the maximum, each effect alone
  Gaussian broadening: +0.03253 eV
  temperature: +0.00090 eV
  pair-energy cutoff: -0.00110 eV
  4f5/2 partner: +0.00006 eV
  surface layer: -0.00375 eV
  inelastic background: +0.00144 eV
background, first-order estimate = +0.00143 eV
sum of separate changes = +0.0301 eV
change, all effects together = +0.0182 eV
displacement, all effects together = 0.0535 eV
threshold, all effects together = 71.0465 eV
```
